\section*{On-site orbital moments and the norm deficit of smooth orbitals}

\section{What the smooth orbitals miss}

In an ultrasoft calculation the quantities at hand are smooth orbitals. Inside an atomic sphere they need not carry the same charge as the all-electron orbitals they stand for; where they carry less, an orbital moment computed from them omits the circulation of the missing charge. This lowers the magnitude of the moment when the orbitals share one radial shape, but it can raise it when different radial shapes circulate in opposite senses. For the model $d$ shell treated below, the smooth orbitals give $L_z=-0.270$ in the sphere, while the all-electron orbitals give $-0.443$. The angular part of the state is right in both cases; the error lies in the radial weight.

The missing part can be recovered from the occupation matrix of the projectors. The theorem below gives the recovery formula and the conditions under which the fractional loss of moment equals the fractional norm deficit in the sphere. For a single radial shape the deficit can also be negative, and the smooth orbitals then overestimate the magnitude of the moment.

\section{Setting and conventions}

Angular momenta are in units of $\hbar$. One site sits at the origin with core radius $r_c$, and one angular momentum $l$ is considered. Since $\mathbf L$ does not couple different $l$, contributions of several $l$ add. The composite index $i=(n,m)$ labels a radial channel $n$ and a real spherical harmonic $Y_m$. The partial waves are
\begin{equation}
\phi_i=\frac{u_n(r)}{r}Y_m,\qquad
\tilde\phi_i=\frac{\tilde u_n(r)}{r}Y_m,\qquad
u_n=\tilde u_n\ \text{for } r\ge r_c ,
\end{equation}
with real $u_n$, $\tilde u_n$. The projectors $\beta_i$ vanish beyond $r_c$ and satisfy $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$. A smooth orbital $\tilde\psi_k$ with occupation $f_k$ represents the all-electron orbital
\begin{equation}
\psi_k=\tilde\psi_k+\sum_i(\phi_i-\tilde\phi_i)\,c_i^k,\qquad
c_i^k=\langle\beta_i|\tilde\psi_k\rangle .
\label{eq:T}
\end{equation}
Define the occupation matrix and the radial overlaps by
\begin{align}
\rho_{ij}&=\sum_k f_k\,c_i^{k*}c_j^k, &
O_{nn'}&=\int_0^{r_c}u_nu_{n'}\,dr,\\
\tilde O_{nn'}&=\int_0^{r_c}\tilde u_n\tilde u_{n'}\,dr, &
q_{nn'}&=O_{nn'}-\tilde O_{nn'} .
\end{align}
For two-component orbitals, $\rho$ is summed over the spin components. The order of indices in $\rho_{ij}$ matters: exchanging them reverses the sign of the moment.

The operator is the canonical $\mathbf L=-i\,\mathbf r\times\nabla$ about the nucleus. Terms from a vector potential and from circulation between sites are outside the statement. The main assumption is completeness: inside the sphere each $\tilde\psi_k$ is a combination of the $\tilde\phi_i$.

\section{The theorem}

\paragraph{Theorem.} Let $L_a$ and $\tilde L_a$ be the moments inside the sphere obtained from $\psi_k$ and $\tilde\psi_k$, and write $\langle Y_m|L_a|Y_{m'}\rangle=iK^a_{mm'}$. Under the completeness assumption:

(a) $K^a$ is real and antisymmetric, and
\begin{equation}
L_a=-\sum_{ij}\operatorname{Im}\rho_{ij}\,O_{nn'}K^a_{mm'} ,
\label{eq:main}
\end{equation}
so that only the part of $\rho$ antisymmetric under $i\leftrightarrow j$ contributes.

(b) The smooth orbitals miss
\begin{equation}
L_a-\tilde L_a=-\sum_{ij}\operatorname{Im}\rho_{ij}\,q_{nn'}K^a_{mm'} .
\label{eq:miss}
\end{equation}

(c) If all coefficients factor as $c^k_{nm}=a_n g^k_m$, with one radial shape $u=\sum_n a_nu_n$, and $L_a\neq0$, then
\begin{equation}
\frac{\tilde L_a}{L_a}=1-\frac{q_u}{O_u},\qquad
O_u=\sum_{nn'}a_n^*a_{n'}O_{nn'},\quad
q_u=\sum_{nn'}a_n^*a_{n'}q_{nn'} .
\label{eq:ratio}
\end{equation}
The smooth orbitals then underestimate the magnitude of the moment if and only if $q_u>0$.

\section{Lemmas and proof}

\paragraph{Lemma 1 (expansion in the sphere).} For $r<r_c$, $\tilde\psi_k=\sum_ic_i^k\tilde\phi_i$ and $\psi_k=\sum_ic_i^k\phi_i$.

\emph{Proof.} By completeness, $\tilde\psi_k=\sum_jb_j\tilde\phi_j$ in the sphere. The projector $\beta_i$ vanishes outside, so its overlap with $\tilde\psi_k$ needs this expansion alone:
\begin{equation}
c_i^k=\sum_jb_j\langle\beta_i|\tilde\phi_j\rangle=b_i .
\end{equation}
Inserting $\tilde\psi_k=\sum_ic_i^k\tilde\phi_i$ into \eqref{eq:T} cancels the smooth waves and leaves $\sum_ic_i^k\phi_i$.

\paragraph{Lemma 2 (separation).} The matrix element over the sphere is $\langle\phi_i|L_a|\phi_j\rangle=O_{nn'}\,iK^a_{mm'}$, and with smooth waves $O$ is replaced by $\tilde O$.

\emph{Proof.} For a radial function $h(r)$, $\mathbf r\times\nabla h=\mathbf r\times\hat{\mathbf r}\,h'(r)=0$. Hence $L_a(hY_{m'})=h\,L_aY_{m'}$, and
\begin{equation}
\langle\phi_i|L_a|\phi_j\rangle
=\int_0^{r_c}\frac{u_n}{r}\frac{u_{n'}}{r}r^2dr
\int Y_mL_aY_{m'}\,d\Omega
=O_{nn'}\,iK^a_{mm'} .
\end{equation}
Cutting the integral at $r_c$ does no harm to hermiticity. The operator differentiates along the surface of each sphere, which is closed, so integration by parts produces no boundary term. For the radial momentum this would be false.

\paragraph{Lemma 3 (antisymmetry).} $K^a$ is real and $K^a_{m'm}=-K^a_{mm'}$.

\emph{Proof.} With real $Y_m$,
\begin{equation}
iK^a_{mm'}=-i\int Y_m(\mathbf r\times\nabla)_aY_{m'}\,d\Omega
\end{equation}
is $-i$ times a real number, so $K^a$ is real. Hermiticity requires $iK^a_{m'm}=(iK^a_{mm'})^*=-iK^a_{mm'}$, which is the claim.

\paragraph{Proof of (a).} Lemmas 1 and 2 give
\begin{equation}
L_a=\sum_kf_k\sum_{ij}c_i^{k*}c_j^k\langle\phi_i|L_a|\phi_j\rangle
=i\sum_{ij}\rho_{ij}O_{nn'}K^a_{mm'} .
\end{equation}
The matrix $\rho$ is Hermitian. Write $\rho=S+iA$ with real $S$ and $A$; then $S_{ji}=S_{ij}$ and $A_{ji}=-A_{ij}$. Renaming $i\leftrightarrow j$ and using $O_{n'n}=O_{nn'}$ and Lemma 3,
\begin{equation}
\sum_{ij}S_{ij}O_{nn'}K^a_{mm'}
=\sum_{ij}S_{ji}O_{n'n}K^a_{m'm}
=-\sum_{ij}S_{ij}O_{nn'}K^a_{mm'}=0 .
\end{equation}
The remaining term is $i\cdot i\sum A_{ij}O_{nn'}K^a_{mm'}$, which is \eqref{eq:main}.

The antisymmetry refers to the composite index. For $n\neq n'$ a single block $S_{nm,n'm'}$ need not be symmetric in $m,m'$; its contribution cancels against that of the block with $n$ and $n'$ exchanged.

\paragraph{Proof of (b).} By Lemma 1 the smooth orbitals have the same coefficients $c_i^k$. The previous proof applies with $\tilde O$ in place of $O$, and subtraction gives \eqref{eq:miss}.

\paragraph{Proof of (c).} With factored coefficients,
\begin{equation}
L_a=\Big(\sum_{nn'}a_n^*a_{n'}O_{nn'}\Big)M_a=O_uM_a,\qquad
M_a=\sum_kf_k\sum_{mm'}g_m^{k*}\,iK^a_{mm'}\,g_{m'}^k .
\end{equation}
Likewise $\tilde L_a=\tilde O_uM_a=(O_u-q_u)M_a$. Division gives \eqref{eq:ratio}. Since $\tilde O_u=\int_0^{r_c}|\tilde u|^2dr\ge0$, with $\tilde u=\sum_na_n\tilde u_n$, the ratio is not negative, and it lies below one precisely when $q_u>0$.

\paragraph{Remark (a check of sign).} Take one electron in $(Y_{x^2-y^2}+iY_{xy})/\sqrt2$, which has $m=+2$, in a channel with $O=1$. From
\begin{equation}
-i(x\partial_y-y\partial_x)(x^2-y^2)=-i(-2xy-2xy)=4i\,xy
\end{equation}
and $Y_{xy}\propto xy$, $Y_{x^2-y^2}\propto(x^2-y^2)/2$ with the same constant, $L_zY_{x^2-y^2}=2iY_{xy}$. Thus $K^z_{xy,x^2-y^2}=2$. The coefficients $i/\sqrt2$ and $1/\sqrt2$ give $\rho_{xy,x^2-y^2}=(-i)/2$. The two index orders contribute equally to \eqref{eq:main}, and $L_z=-2\,(-\tfrac12)(2)=+2$, as it must be.

\paragraph{Remark (quenching).} If $\rho$ is real in this basis, the moment vanishes. This is the case when the occupied orbitals can be chosen real without changing $\rho$. In complex harmonics the same information sits elsewhere, for instance in unequal diagonal occupations of $+m$ and $-m$, so the word ``antisymmetric'' belongs to the real basis.

\paragraph{Remark (incomplete partial waves).} Let $\tilde\psi=\tilde\psi_1+\delta$ in the sphere, where $\tilde\psi_1=\sum_ic_i\tilde\phi_i$. Then $\psi=\psi_1+\delta$ with $\psi_1=\sum_ic_i\phi_i$, and
\begin{equation}
\langle\psi|L_a|\psi\rangle-\langle\psi_1|L_a|\psi_1\rangle
=2\operatorname{Re}\langle\psi_1|L_a|\delta\rangle
+\langle\delta|L_a|\delta\rangle .
\end{equation}
The error of \eqref{eq:main} is in general of first order in the remainder $\delta$.

\section{The whole-space moment and normalization}

For an isolated atom the moment can also be taken over all space. Since $\psi_k=\tilde\psi_k$ outside the sphere, the outer contributions agree, and the difference of the whole-space moments is again \eqref{eq:miss}.

\paragraph{Corollary.} Let $\psi_k=U(r)G_k(\Omega)/r$ and $\tilde\psi_k=\tilde U(r)G_k(\Omega)/r$, with $G_k$ and $U$ normalized to one, and let $L_a^{\rm all}\neq0$. Then
\begin{equation}
\frac{\tilde L_a^{\rm all}}{L_a^{\rm all}}
=\int_0^\infty|\tilde U|^2dr=\langle\tilde\psi_k|\tilde\psi_k\rangle=1-q_u .
\label{eq:all}
\end{equation}

\emph{Proof.} Both moments contain the same angular factor $M_a=\sum_kf_k\langle G_k|L_a|G_k\rangle$, multiplied by $\int|U|^2dr=1$ and $\int|\tilde U|^2dr$. The functions agree beyond $r_c$, so $1-\int|\tilde U|^2dr=\int_0^{r_c}(|U|^2-|\tilde U|^2)dr=q_u$.

This law presupposes the generalized normalization $\langle\tilde\psi|\tilde\psi\rangle+\sum_{ij}c_i^*q_{nn'}\delta_{mm'}c_j=1$. If the smooth orbital is rescaled to unit norm, its whole-space moment becomes $M_a=L_a^{\rm all}$ and the deficit disappears from view. The sphere moment stays wrong unless $q_u=0$ or $O_u=1$. Its ratio becomes
\begin{equation}
\frac{O_u-q_u}{O_u(1-q_u)}<1\qquad(0<q_u<1,\ O_u<1),
\end{equation}
because $O_u-q_u<O_u-O_uq_u$ is the same as $O_uq_u<q_u$. For $q_u>0$ rescaling thus puts too much of the moment outside the sphere; for $q_u<0$ and $O_u<1$ the inequality reverses and it puts too little there.

\section{Several radial channels}

Collect the angular sums in $\Lambda_{nn'}=\sum_{mm'}\rho_{nm,n'm'}\,iK^a_{mm'}$, a Hermitian matrix. Then $L_a=\sum O_{nn'}\Lambda_{nn'}$ and $L_a-\tilde L_a=\sum q_{nn'}\Lambda_{nn'}$.

\paragraph{Proposition.} If $q$ and $\Lambda$ are positive semidefinite, then $0\le\tilde L_a\le L_a$. If $-\Lambda$ is positive semidefinite instead, the same holds for the magnitudes.

\emph{Proof.} Write $\Lambda_{nn'}=\sum_s\lambda_sv^s_nv^{s*}_{n'}$ with $\lambda_s\ge0$. Then $\sum q_{nn'}\Lambda_{nn'}=\sum_s\lambda_s\sum_{nn'}v^s_nq_{nn'}v^{s*}_{n'}\ge0$. The same argument with $\tilde O$, which is a matrix of overlaps and hence positive semidefinite, gives $\tilde L_a\ge0$. Reversing the sign of $\Lambda$ reverses both moments.

If $q_{nn'}=0$ for all pairs, which is generalized norm conservation, $\tilde L_a=L_a$ for every $\rho$. If $\Lambda$ has both signs, the proposition gives no bound, and the example below contains such a failure.

\section{A model \texorpdfstring{$d$}{d} shell}

Two independent electrons move in $-Z/r$ with $Z=8$, in hartree atomic units, restricted to $l=2$. The $3d$ and $4d$ solutions, normalized over all space, serve as $u_1$ and $u_2$. Writing $u_n=r^3f_n(r^2)$, the smooth partner replaces $f_n$ inside $r_c=1.8$ bohr by its third-order Taylor polynomial in $x=r^2$ about $x_c=r_c^2$.

For $3d$ this choice makes $q_{11}$ positive at any $r_c$. Here $f_1\propto e^{-kr}$ with $k=Z/3$, and
\begin{equation}
\frac{d}{dx}\big(r^{-p}e^{-kr}\big)
=\frac1{2r}\frac{d}{dr}\big(r^{-p}e^{-kr}\big)
=-\tfrac12\big(p\,r^{-p-2}+k\,r^{-p-1}\big)e^{-kr} .
\end{equation}
Each derivative therefore reverses the sign. For $x<x_c$ all Taylor terms are positive, and so is the remainder, which contains the fourth derivative times $(x-x_c)^4$. Hence $0<\tilde u_1<u_1$ for $0<r<r_c$. The computed fractional deficit $q_{11}/O_{11}$ is 0.08, 0.20 and 0.39 for $r_c=1.0$, 1.4 and 1.8 bohr.

\paragraph{How the moment arises.} The electrons feel the spin-orbit term $(\alpha^2Z/2r^3)\,\mathbf L\cdot\mathbf S$, where $\alpha$ is the fine-structure constant, an exchange energy $-0.05\,S_z$ hartree, and the field $0.002\,(x^2-y^2)$ hartree with lengths in bohr. The exchange term puts both electrons essentially in spin-up states. The field has strength $W=0.002\times1.9688$ hartree $=3.938$ millihartree. Its angular matrix gives $-4W/(7\sqrt3)=-0.330W$ for the normalized sum of $z^2$ and $x^2-y^2$, $+0.330W$ for their normalized difference, $\mp2W/7$ for $yz$ and $xz$, and zero for $xy$. These orbitals are real and carry no moment.

For spin up the spin-orbit term acts as $\tfrac12\xi L_z$ with $\xi=0.2693$ millihartree, when spin flips are neglected. First-order mixing of an occupied orbital $0$ with empty orbitals $e$ gives
\begin{equation}
L_z\simeq2\sum_e\frac{\langle0|L_z|e\rangle\,\tfrac12\xi\langle e|L_z|0\rangle}{E_0-E_e}
=-\xi\sum_e\frac{|\langle e|L_z|0\rangle|^2}{E_e-E_0} .
\end{equation}
The lowest orbital couples to $xy$ with squared element $(2/\sqrt2)^2=2$, and $yz$ couples to $xz$ with squared element 1. Therefore
\begin{equation}
L_z\simeq-\frac{0.2693}{3.938}\left(\frac{2}{0.330}+\frac{1}{0.571}\right)\approx-0.53 .
\end{equation}
The full diagonalization gives $-0.525$ over all space. Two limits of the model should be kept in mind. First, the field is unbounded below, so the atomic levels are the lowest ones only in a finite box. The box used has a radius of 10 bohr, and states at the wall take over when the radius exceeds about 70 bohr. Second, the restriction to $l=2$ defines the model and is not an approximation to the hydrogenic problem. The $3s$ level is degenerate with $3d$, and the field couples them by 2.3 millihartree, more than $0.330W=1.3$ millihartree. Admitting $3s$ would change the moment to about $-0.32$. In the ultrasoft Hamiltonian the factor $r^{-3}$ is itself augmented with all-electron partial waves, since the smooth waves have the wrong weight near the nucleus.

\paragraph{Test of the theorem.} The all-electron and ultrasoft problems were diagonalized separately. Direct integration of the all-electron orbitals gives $L_z=-0.4427$ in the sphere, and \eqref{eq:main} gives $-0.4426$, a relative difference of about $10^{-4}$. Direct integration of the smooth orbitals gives $-0.2703$ in the sphere, and \eqref{eq:miss} gives $-0.1724$. These add as (b) requires:
\begin{equation}
-0.2703-0.1724=-0.4427 ,
\end{equation}
which agrees with the directly integrated all-electron value. The on-site orbital magnetic moment, $-\mu_BL_z$, is $0.443\,\mu_B$.

The field and the spin-orbit term are weak compared with the $3d$--$4d$ separation of 1.56 hartree, so the state is close to one radial shape. Equation \eqref{eq:ratio} predicts the ratio $0.5146/0.8426=0.611$, and the moments give $0.2703/0.4426=0.611$. Over all space the ratio of moments is 0.672, equal to the smooth norm per electron to three digits, as in \eqref{eq:all}. Rescaling the smooth orbitals restores the whole-space value, $-0.525$, but leaves the sphere ratio at $0.611/0.672=0.91$.

\paragraph{Where underestimation fails.} The eigenvalues of $q$ are $-0.0075$ and $0.4646$, so $q$ is not positive semidefinite although $q_{11}$ and $q_{22}$ are positive. Take the single shape $u=u_2-0.653\,u_1$, where $0.653=q_{12}/q_{11}$. Then
\begin{align}
O_u&=0.1636-2(0.653)(0.2599)+(0.653)^2(0.8426)=0.1835,\\
\tilde O_u&=0.0344-2(0.653)(0.0457)+(0.653)^2(0.5146)=0.194 .
\end{align}
By (c), $\tilde L_a/L_a=0.194/0.1835\approx1.06$: smooth orbitals of this shape overestimate the sphere moment by about 6\% of its true value.

Mixed signs of $\Lambda$ can give a smooth moment where the true one vanishes. Put one electron with $m=+2$ in the $3d$ channel and one with $m=-2$ in the $4d$ channel, each scaled to unit all-electron charge in the sphere. The true moment is $2-2=0$. The smooth moment is $2(0.611-0.210)=0.80$, because the two channels lose different fractions of their norm. These occupations are prescribed to probe the formula and are not the ground state of the model. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
nuclear charge Z = 8; core radius = 1.8 bohr
field coefficient = 0.002 hartree/bohr^2
exchange field = 0.05 hartree; electrons = 2
3d mean r^2 = 1.9688 bohr^2
3d spin-orbit parameter = 0.2693 millihartree
all-electron 3d, 4d energies = [-3.555556 -2.      ] hartree
ultrasoft 3d, 4d energies    = [-3.555556 -2.      ] hartree
O: 11, 12, 22 = 0.84255, 0.25985, 0.16360
O_smooth: 11, 12, 22 = 0.51464, 0.04570, 0.03441
q: 11, 12, 22 = 0.32791, 0.21415, 0.12920
eigenvalues of q = [-0.00752  0.46463]
lowest 3 levels minus 3d energy, all-electron = [-26.3289 -26.1354 -25.0009] millihartree
lowest 3 levels minus 3d energy, ultrasoft    = [-26.3289 -26.1354 -25.0009] millihartree
sphere L_z, all-electron direct = -0.44268 hbar
sphere L_z, rho_ij formula      = -0.44264 hbar
sphere L_z, smooth, rho_ij      = -0.27028 hbar
sphere L_z, smooth direct       = -0.27030 hbar
augmentation term with q        = -0.17236 hbar
on-site orbital magnetic moment = 0.44264 mu_B
smooth/true sphere moment = 0.61061
O_smooth_11/O_11          = 0.61081
fractional sphere norm deficit q_11/O_11 = 0.38919
whole-space L_z, all-electron = -0.52537 hbar
whole-space L_z, smooth       = -0.35299 hbar
whole-space smooth + augmentation = -0.52535 hbar
whole-space smooth/true ratio = 0.67189
smooth norm per electron      = 0.67238
smooth L_z after renormalizing = -0.52499 hbar
core radius 1.0 bohr: 3d q_11 = 0.02348, q_11/O_11 = 0.08153
core radius 1.4 bohr: 3d q_11 = 0.12592, q_11/O_11 = 0.20400
core radius 1.8 bohr: 3d q_11 = 0.32791, q_11/O_11 = 0.38919
two-channel case: true L_z = 0.00000 hbar, smooth L_z = 0.80101 hbar
two-channel O_smooth_22/O_22 = 0.21030
\end{verbatim}
